**Dew point of a diluted precursor vapour**

The program tests $1/T_2=1/T_1+R\ln D/H$, where $T_1$ is the saturation temperature, $T_2$ the dew point after dilution, $D$ the ratio of total molar flow after dilution to that before, $H$ the molar vaporisation enthalpy and $R$ the gas constant. It asserts that the formula agrees with numerical integration of the Clapeyron equation, including a finite liquid volume, for three source pressures. Mole and volume bookkeeping confirms that the precursor pressure falls tenfold at constant total pressure but is unchanged in a rigid vessel. Further assertions compare the enthalpy sensitivity with finite differences and the frost point with a free-energy balance. A scan over mixing fractions tests the dilution-gas temperature needed to avoid supersaturation, within a model of equal molar heat capacities and equal mixing of heat and vapour. For $T_1=350$ K, $D=10$ and $H=60$ kJ/mol, the output gives a dew point of 314.84 K. It also shows that dilution gas below about 333 K can produce supersaturation during mixing, and it sizes the corrections for heat capacity, gas imperfection, incomplete saturation and pressure drop.

## Verification by program

```python
# Result under test: gas saturated with precursor at T_SAT, diluted by a factor D
# in total molar flow at constant total pressure, has the dew point
#     T_dew = 1 / (1/T_SAT + R ln(D) / H_VAP).
# H_VAP: molar vaporisation enthalpy; R: gas constant; D: total flow after/before.
# Pressures are in Pa inside the program and in Torr in the printed output.
import numpy as np
from scipy.constants import R, torr
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

T_SAT = 350.0              # K
H_VAP = 60.0e3             # J/mol
SOURCE_FLOW = 50.0         # sccm, carrier plus precursor
ADDED_FLOW = 450.0         # sccm, precursor-free gas
P_TOTAL = 100.0 * torr
P_SOURCE = 1.0 * torr      # precursor saturation pressure at T_SAT
V_LIQ = 300.0e-6           # m^3/mol, rough model value
D = (SOURCE_FLOW + ADDED_FLOW) / SOURCE_FLOW


def dew_point(dilution, enthalpy=H_VAP):
    return 1.0 / (1.0 / T_SAT + R * np.log(dilution) / enthalpy)


def saturation_ratio(temperature):
    """Closed-form saturation pressure divided by its value at T_SAT."""
    return np.exp(-H_VAP / R * (1.0 / temperature - 1.0 / T_SAT))


def clapeyron_curve(p_start, enthalpy=H_VAP):
    """Numerical saturation curve, keeping the volume of the liquid."""
    def slope(temperature, p):
        return enthalpy / (temperature * (R * temperature / p - V_LIQ))
    solution = solve_ivp(slope, (T_SAT, 280.0), [p_start], method="DOP853",
                         rtol=1e-10, atol=1e-10, dense_output=True)
    assert solution.success
    return lambda temperature: solution.sol(temperature)[0]


def numerical_dew(p_start, p_partial, enthalpy=H_VAP):
    curve = clapeyron_curve(p_start, enthalpy)
    return brentq(lambda t: curve(t) - p_partial, 280.0, T_SAT)


# Dilution: count moles and volumes for one mole of source gas.
moles_precursor = P_SOURCE / P_TOTAL
moles_after = 1.0 + ADDED_FLOW / SOURCE_FLOW
volume_before = R * T_SAT / P_TOTAL
volume_after = moles_after * R * T_SAT / P_TOTAL
p_diluted = moles_precursor * R * T_SAT / volume_after
p_rigid = moles_precursor * R * T_SAT / volume_before
assert np.isclose(p_diluted, P_SOURCE / D, rtol=1e-12)
assert np.isclose(p_rigid, P_SOURCE, rtol=1e-12)

# Dew point: numerical Clapeyron curve against the closed formula.
T_dew = dew_point(D)
T_numeric = numerical_dew(P_SOURCE, p_diluted)
assert abs(T_numeric - T_dew) < 2e-3
for p_start in (0.1 * torr, 5.0 * torr):
    assert abs(numerical_dew(p_start, p_start / D) - T_dew) < 5e-3
assert abs(T_dew - 315.0) < 0.5

# Small-change estimate and sensitivity to the enthalpy.
T_linear = T_SAT - R * T_SAT**2 * np.log(D) / H_VAP
assert T_linear < T_numeric
sensitivity = T_dew * (1.0 - T_dew / T_SAT) / H_VAP
step = 0.01 * H_VAP
difference = (numerical_dew(P_SOURCE, p_diluted, H_VAP + step)
              - numerical_dew(P_SOURCE, p_diluted, H_VAP - step)) / (2 * step)
assert np.isclose(difference, sensitivity, rtol=2e-3)

# Wall and cold spot; the carrier flow is conserved during condensation.
T_WALL, T_COLD = 330.0, 305.0
curve = clapeyron_curve(P_SOURCE)
for temperature in (T_WALL, T_COLD):
    assert np.isclose(curve(temperature) / P_SOURCE,
                      saturation_ratio(temperature), rtol=1e-4)
wall_saturation = p_diluted / curve(T_WALL)
p_cold = curve(T_COLD)
kept = (p_cold / (P_TOTAL - p_cold)) / (p_diluted / (P_TOTAL - p_diluted))
condensed = 1.0 - kept
assert wall_saturation < 1.0 and 0.0 < condensed < 1.0

# Neglected effects: heat-capacity difference, virial terms, pressed liquid.
DELTA_CP = -80.0           # J/(mol K), vapour minus liquid, rough model value
B_SELF = -3000.0e-6        # m^3/mol, precursor-precursor, rough model value
B_CROSS = -200.0e-6        # m^3/mol, precursor-carrier, rough model value


def refined_dew(delta_cp=0.0, b_self=0.0, b_cross=0.0, v_liquid=0.0):
    def log_fugacity(p_partial, temperature):
        y = p_partial / P_TOTAL
        b_mix = y**2 * b_self + 2 * y * (1 - y) * b_cross
        b_partial = 2 * (y * b_self + (1 - y) * b_cross) - b_mix
        return np.log(p_partial) + b_partial * P_TOTAL / (R * temperature)

    def imbalance(temperature):
        liquid = quad(lambda t: (H_VAP + delta_cp * (t - T_SAT)) / (R * t**2),
                      T_SAT, temperature)[0]
        liquid += v_liquid * P_TOTAL / R * (1 / temperature - 1 / T_SAT)
        vapour = log_fugacity(p_diluted, temperature)
        return vapour - log_fugacity(P_SOURCE, T_SAT) - liquid
    return brentq(imbalance, 260.0, T_SAT)


assert abs(refined_dew() - T_dew) < 1e-6
shift_cp = refined_dew(delta_cp=DELTA_CP) - T_dew
shift_gas = refined_dew(b_self=B_SELF, b_cross=B_CROSS, v_liquid=V_LIQ) - T_dew
assert 0.0 < shift_cp < 1.5 and abs(shift_gas) < 0.1

# Frost point if the precursor melts above the dew point.
T_MELT, H_FUS = 330.0, 15.0e3      # K, J/mol, model values
log_drop_solid = np.log(D) + np.log(saturation_ratio(T_MELT))
T_frost = 1 / (1 / T_MELT + R * log_drop_solid / (H_VAP + H_FUS))


def solid_excess(temperature):
    """Solid-vapour pressure from the free energy of freezing, minus p."""
    freezing = -H_FUS * (1 - temperature / T_MELT)
    return (curve(temperature) * np.exp(freezing / (R * temperature))
            - p_diluted)


assert abs(brentq(solid_excess, 285.0, T_MELT) - T_frost) < 5e-3
assert T_frost > T_dew

# Fog while hot source gas mixes with cooler dilution gas.
T_ROOM = 295.0
source_fraction = np.linspace(1.0 / D, 1.0, 20001)


def mixing_saturation(T_gas):
    T_mix = T_gas + source_fraction * (T_SAT - T_gas)
    return source_fraction * P_SOURCE / curve(T_mix)


T_gas_safe = T_SAT - R * T_SAT**2 / H_VAP
assert mixing_saturation(T_gas_safe - 1.0).max() > 1.001
assert mixing_saturation(T_gas_safe + 1.0).max() < 1.0001
T_gas_final = (D * T_dew - T_SAT) / (D - 1.0)
final_only = mixing_saturation(T_gas_final)
assert abs(final_only[0] - 1.0) < 1e-3 and final_only.max() > 1.01
room = mixing_saturation(T_ROOM)
T_room_mix = T_ROOM + (T_SAT - T_ROOM) / D
assert room[0] > 1.0

print(f"Saturation temperature: {T_SAT:.1f} K")
print(f"Vaporisation enthalpy: {H_VAP/1e3:.1f} kJ/mol")
print(f"Gas constant: {R:.5f} J/(mol K)")
print(f"Source flow: {SOURCE_FLOW:.0f} sccm")
print(f"Added flow: {ADDED_FLOW:.0f} sccm")
print(f"Dilution factor: {D:.1f} (dimensionless)")
print(f"Total pressure: {P_TOTAL/torr:.1f} Torr")
print(f"Precursor pressure before dilution: {P_SOURCE/torr:.3f} Torr")
print(f"Precursor pressure after dilution: {p_diluted/torr:.3f} Torr")
print(f"Precursor pressure, rigid vessel: {p_rigid/torr:.3f} Torr")
print(f"Mole fraction before: {P_SOURCE/P_TOTAL:.4f} (dimensionless)")
print(f"Mole fraction after: {p_diluted/P_TOTAL:.4f} (dimensionless)")
print(f"H/R: {H_VAP/R:.1f} K")
print(f"ln D: {np.log(D):.5f} (dimensionless)")
print(f"1/T1: {1e3/T_SAT:.5f} 1/kK")
print(f"R ln D / H: {1e3*R*np.log(D)/H_VAP:.5f} 1/kK")
print(f"1/T2: {1e3/T_dew:.5f} 1/kK")
print(f"Dew point, formula: {T_dew:.2f} K = {T_dew-273.15:.2f} deg C")
print(f"Dew point, numerical Clapeyron: {T_numeric:.2f} K")
print(f"Fall of dew point: {T_SAT-T_dew:.2f} K")
print(f"Small-change estimate of dew point: {T_linear:.2f} K")
print(f"Dew point for D = 11: {dew_point(11.0):.2f} K")
print(f"Dew point for D = 100: {dew_point(100.0):.2f} K")
print(f"Sensitivity dT2/dH: {sensitivity*1e3:.3f} K per kJ/mol")
print(f"Dew point for H = 55 kJ/mol: {dew_point(D, 55e3):.2f} K")
print(f"Dew point for H = 65 kJ/mol: {dew_point(D, 65e3):.2f} K")
print(f"Wall temperature: {T_WALL:.1f} K")
print(f"p/psat at wall: {wall_saturation:.3f} (dimensionless)")
print(f"Cold-spot temperature: {T_COLD:.1f} K")
print(f"Saturation pressure at cold spot: {p_cold/torr:.4f} Torr")
print(f"Precursor condensed at cold spot: {100*condensed:.1f} %")
print(f"Model heat-capacity difference: {DELTA_CP:.0f} J/(mol K)")
print(f"Dew-point shift from heat capacity: {shift_cp:+.2f} K")
print(f"Model liquid molar volume: {V_LIQ*1e6:.0f} cm3/mol")
print(f"Model self virial coefficient: {B_SELF*1e6:.0f} cm3/mol")
print(f"Model cross virial coefficient: {B_CROSS*1e6:.0f} cm3/mol")
print(f"Shift from gas imperfection and liquid: {shift_gas:+.4f} K")
print(f"Dew point, source 80 % saturated: {dew_point(D/0.8):.2f} K")
print(f"Dew point after 10 % pressure drop: {dew_point(D/0.9):.2f} K")
print(f"Model melting point: {T_MELT:.1f} K")
print(f"Model fusion enthalpy: {H_FUS/1e3:.1f} kJ/mol")
print(f"Frost point in that case: {T_frost:.2f} K")
print(f"Largest fog-free gas cooling R T1^2/H: {T_SAT-T_gas_safe:.2f} K")
print(f"Lowest fog-free dilution-gas temperature: {T_gas_safe:.2f} K")
print(f"Gas temperature, final mix just saturated: {T_gas_final:.2f} K")
print(f"Peak p/psat on the way there: {final_only.max():.2f} (dimensionless)")
print(f"Unheated dilution-gas temperature: {T_ROOM:.1f} K")
print(f"Final mixture temperature, unheated gas: {T_room_mix:.2f} K")
print(f"Final p/psat, unheated gas: {room[0]:.2f} (dimensionless)")
print(f"Peak p/psat, unheated gas: {room.max():.2f} (dimensionless)")
print("success")
```

Printed output:

```
Saturation temperature: 350.0 K
Vaporisation enthalpy: 60.0 kJ/mol
Gas constant: 8.31446 J/(mol K)
Source flow: 50 sccm
Added flow: 450 sccm
Dilution factor: 10.0 (dimensionless)
Total pressure: 100.0 Torr
Precursor pressure before dilution: 1.000 Torr
Precursor pressure after dilution: 0.100 Torr
Precursor pressure, rigid vessel: 1.000 Torr
Mole fraction before: 0.0100 (dimensionless)
Mole fraction after: 0.0010 (dimensionless)
H/R: 7216.3 K
ln D: 2.30259 (dimensionless)
1/T1: 2.85714 1/kK
R ln D / H: 0.31908 1/kK
1/T2: 3.17622 1/kK
Dew point, formula: 314.84 K = 41.69 deg C
Dew point, numerical Clapeyron: 314.84 K
Fall of dew point: 35.16 K
Small-change estimate of dew point: 310.91 K
Dew point for D = 11: 313.54 K
Dew point for D = 100: 286.10 K
Sensitivity dT2/dH: 0.527 K per kJ/mol
Dew point for H = 55 kJ/mol: 311.99 K
Dew point for H = 65 kJ/mol: 317.29 K
Wall temperature: 330.0 K
p/psat at wall: 0.349 (dimensionless)
Cold-spot temperature: 305.0 K
Saturation pressure at cold spot: 0.0477 Torr
Precursor condensed at cold spot: 52.3 %
Model heat-capacity difference: -80 J/(mol K)
Dew-point shift from heat capacity: +0.74 K
Model liquid molar volume: 300 cm3/mol
Model self virial coefficient: -3000 cm3/mol
Model cross virial coefficient: -200 cm3/mol
Shift from gas imperfection and liquid: -0.0020 K
Dew point, source 80 % saturated: 311.80 K
Dew point after 10 % pressure drop: 313.40 K
Model melting point: 330.0 K
Model fusion enthalpy: 15.0 kJ/mol
Frost point in that case: 317.76 K
Largest fog-free gas cooling R T1^2/H: 16.98 K
Lowest fog-free dilution-gas temperature: 333.02 K
Gas temperature, final mix just saturated: 310.93 K
Peak p/psat on the way there: 1.76 (dimensionless)
Unheated dilution-gas temperature: 295.0 K
Final mixture temperature, unheated gas: 300.50 K
Final p/psat, unheated gas: 2.99 (dimensionless)
Peak p/psat, unheated gas: 3.93 (dimensionless)
success
```
